# Resistivity slope and magnetic specific heat above a Curie point

A metal contains local moments that order ferromagnetically at $T_c$. Conduction electrons scatter from the moments, so the resistivity $\rho(T)$ records how the spins are correlated. The problem is to find which feature of the correlations controls $d\rho/dT$ just above $T_c$.

The moments are Ising spins $\sigma_i=\pm1$ on a lattice with spacing $a$ and $N$ sites. Their energy is $-J\sum\sigma_i\sigma_j$ over neighbouring pairs. An electron with spin sign $\tau_z=\pm1$ feels a contact potential at each site, with matrix elements between plane waves

$$\langle k'|V|k\rangle=\frac{g\tau_z}{N}\sum_i\sigma_i e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_i}.$$

The algebra uses atomic units ($\hbar=e=1$), with $m$ the electron mass. The reduced temperature is $t=(T-T_c)/T_c>0$, the correlation length is $\xi$, and $\Gamma(R,t)=\langle\sigma_0\sigma_R\rangle$. The Fermi surface is a circle or sphere of radius $k_F$, with $2k_F$ below the shortest reciprocal-lattice vector. Scattering is weak enough for the golden rule.

## (a) Express the scattering rate through spin correlations

**Solution.** $V$ contains only $\sigma_i$, which commutes with the Ising energy. The electron therefore cannot flip a spin or exchange energy with the spins, and scattering is elastic. Averaging the squared matrix element over thermal spin configurations gives

$$\overline{|\langle k'|V|k\rangle|^2}=\frac{g^2}{N^2}\sum_{ij}\Gamma(\mathbf R_i-\mathbf R_j)e^{i(\mathbf k-\mathbf k')\cdot(\mathbf R_i-\mathbf R_j)}=\frac{g^2}{N}S(\mathbf k-\mathbf k'),$$

where $S(\mathbf q)=\sum_R\Gamma(R)e^{i\mathbf q\cdot\mathbf R}$. One of the two site sums gave a factor $N$. The golden rule is then

$$W_{kk'}=\frac{2\pi g^2}{N}S(\mathbf k-\mathbf k')\,\delta(\varepsilon_k-\varepsilon_{k'}).$$

For uncorrelated spins $\Gamma(R)=\delta_{R,0}$ and $S=1$. In two dimensions the density of states per site and spin is $ma^2/2\pi$, so

$$\frac1{\tau_0}=2\pi g^2\,\frac{ma^2}{2\pi}=ma^2g^2 .$$

## (b) Find the resistivity for a general $S(\mathbf q)$

**Solution.** Write the distribution as $f_k=f^0-(\partial f^0/\partial\varepsilon)\varphi_k$. A force $\mathbf F$ then gives the linear Boltzmann equation

$$\mathbf F\cdot\mathbf v_k=(L\varphi)_k,\qquad (L\varphi)_k=\frac1{\tau_0}\big\langle S(\mathbf k-\mathbf k')(\varphi_k-\varphi_{k'})\big\rangle_{k'},$$

with the average over the Fermi circle. Let $c_k=\cos\theta_k$ be the velocity direction along the force. The conductivity is proportional to $\langle cL^{-1}c\rangle$. Since $L$ is symmetric and not negative, the Cauchy–Schwarz inequality gives

$$\langle c^2\rangle^2\le\langle cLc\rangle\langle cL^{-1}c\rangle .$$

A shifted Fermi circle, $\varphi\propto c$, therefore gives an upper bound on the resistivity. Symmetrizing in $k$ and $k'$,

$$\langle cLc\rangle=\frac1{2\tau_0}\langle S\,(c_k-c_{k'})^2\rangle .$$

On a square lattice the $x$ and $y$ directions contribute equally. So $(c_k-c_{k'})^2$ may be replaced by $\frac12|\hat k-\hat k'|^2=1-\cos\theta$, with $\theta$ the scattering angle. Dividing by $\langle c^2\rangle=\frac12$,

$$\frac1\tau=\frac1{\tau_0}\langle(1-\cos\theta)S\rangle,\qquad \frac{\rho}{\rho_0}=\langle(1-\cos\theta)S(\mathbf k-\mathbf k')\rangle .$$

Here $\rho=m/(n\tau)$ is the upper bound, used below as the estimate of the resistivity, $\rho_0=m/(n\tau_0)$ and $n$ is the electron density. If $S$ depends on $|\mathbf q|$ alone, $c$ is an eigenfunction of $L$ and the bound becomes an equality.

In three dimensions the angular average is $\frac12\int\sin\theta\,d\theta$. With $q^2=2k_F^2(1-\cos\theta)$ and $q\,dq=k_F^2\sin\theta\,d\theta$,

$$\frac{\rho}{\rho_0}=\frac1{4k_F^4}\int_0^{2k_F}q^3S(q)\,dq .$$

The factor $q^3$ favours large momentum transfers. In two dimensions the small-$q$ weight is $q^2dq$, and in $d$ dimensions it is $q^d\,dq$.

## (c) Rewrite the resistivity as a sum over distances

**Solution.** Inserting the definition of $S$ gives $\rho/\rho_0=\sum_Rf(R)\Gamma(R)$ with

$$f(R)=\langle(1-\hat k\cdot\hat k')e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}\rangle .$$

The averages over $\mathbf k$ and $\mathbf k'$ factorize. On a circle $\langle e^{i\mathbf k\cdot\mathbf R}\rangle=J_0(k_FR)$. Taking the gradient in $\mathbf R$ and using $J_0'=-J_1$ gives $\langle\hat k\,e^{i\mathbf k\cdot\mathbf R}\rangle=iJ_1(k_FR)\hat R$. The $\mathbf k'$ average is the complex conjugate, so the product of the two vector averages is $J_1^2$ and

$$f(R)=J_0^2(k_FR)-J_1^2(k_FR).$$

On a sphere the same steps give $j_0^2-j_1^2$ with spherical Bessel functions.

At large $x=k_FR$, $J_0^2\simeq(2/\pi x)\cos^2(x-\pi/4)$ and $J_1^2\simeq(2/\pi x)\sin^2(x-\pi/4)$. Hence $f\simeq(2/\pi x)\sin2x$. Summed against a slowly varying $\Gamma$, this oscillation largely cancels. What survives is the difference in mean amplitude. The mean of $J_\nu^2$ is $(1/\pi x)[1+(4\nu^2-1)/8x^2]$, so the non-oscillating part of $f$ is

$$\frac1{\pi x}\left(-\frac1{8x^2}-\frac3{8x^2}\right)=-\frac1{2\pi x^3}.$$

The resistivity is thus a weighted sum dominated by short distances when $k_Fa\sim1$. The magnetic energy per site, $U=-2J\,\Gamma(a)$ on the square lattice, is also a short-distance quantity.

## (d) How does a correlation at fixed distance depend on $t$?

**Solution.** Here a physical input enters. For $R\ll\xi$, the product $\sigma_0\sigma_R$ acts on long-wavelength fluctuations as a local operator, even under reversal of all spins. The leading operator of that kind is the energy density. Hence

$$\Gamma(R,t)=\Gamma_c(R)+B(R)\,E_s(t)+\text{regular terms},\qquad E_s\sim t^{1-\alpha},$$

where $E_s$ is the singular part of the energy, whose derivative gives $C\sim t^{-\alpha}$. Scaling requires $\Gamma=R^{-(d-2+\eta)}G(tR^{1/\nu})$. Matching the power of $t$ fixes

$$B(R)\propto R^{p},\qquad p=\frac{1-\alpha}{\nu}-(d-2+\eta).$$

The planar Ising model, with $\alpha=0$, $\nu=1$, $\eta=\frac14$, allows a direct look. There $E_s\sim t\ln t$ and $p=\frac34$. With $K=J/k_BT$, Onsager's energy corresponds to

$$\Gamma(a)=\tfrac12\coth2K\left[1+\tfrac2\pi\kappa'\,\mathcal K\right],\quad \kappa'=2\tanh^22K-1,$$

where $\mathcal K$ is the complete elliptic integral of the first kind with complementary modulus $|\kappa'|$, and $\mathcal K\simeq\ln(4/|\kappa'|)$ near $T_c$. At $T_c$, $\tanh2K_c=1/\sqrt2$, so $d\kappa'/dK=8\tanh2K\,\mathrm{sech}^22K=2\sqrt2$. With $K-K_c\simeq-K_ct$ this gives $\kappa'\simeq-2\sqrt2K_ct$. The singular part is

$$\frac{\sqrt2}{2}\,\frac2\pi\,(-2\sqrt2K_ct)(-\ln t)=\frac{4K_c}{\pi}\,t\ln t=0.561\,t\ln t ,$$

using $K_c=\frac12\ln(1+\sqrt2)=0.4407$.

For sites separated by $n$ diagonal steps, $\Gamma$ is an $n\times n$ Toeplitz determinant, which can be evaluated numerically. If $\partial\Gamma/\partial t=b_n\ln t+\text{const}$, the difference of this derivative at $t=2.5\times10^{-4}$ and $10^{-3}$, divided by the difference of $\ln t$, gives $b_n$. Central differences with a step of 5% of $t$ yield $b_8=3.83$ and $b_{16}=6.46$. The growth exponent is $\log_2(6.46/3.83)=0.75$, as scaling requires. With both values of $t$ ten times smaller the amplitudes settle to 3.82 and 6.43, with the same exponent.

## (e) What happens at large momentum?

**Solution.** For $q\xi\gg1$ the Fourier sum is controlled by distances well below $\xi$. Contributions from $R\sim\xi$ vary slowly and are suppressed by the oscillating phase. So $S(\mathbf q)$ contains the same function $E_s(t)$ as the energy.

To find the sign in two dimensions, transform $R^p$. For $-2<p<0$,

$$R^p=\frac1{\Gamma_E(-p/2)}\int_0^\infty ds\,s^{-p/2-1}e^{-sR^2},$$

with $\Gamma_E$ Euler's gamma function. The Gaussian transforms into $(\pi/s)e^{-q^2/4s}$. Substituting $u=1/s$ leaves $\int_0^\infty u^{p/2}e^{-q^2u/4}du=\Gamma_E(1+p/2)(4/q^2)^{1+p/2}$, so

$$\int d^2R\,R^pe^{i\mathbf q\cdot\mathbf R}=\pi\,2^{p+2}\,\frac{\Gamma_E(1+p/2)}{\Gamma_E(-p/2)}\,q^{-p-2}.$$

At $q\ne0$ this continues to $p=\frac34$ if the integral is given a smooth distant cutoff. Since $\Gamma_E(-\frac38)<0$, the transform is negative. Therefore, for $1/\xi\ll q\ll1/a$,

$$S_{\rm sing}\propto-q^{-11/4}\,t\ln t,\qquad \frac{\partial S_{\rm sing}}{\partial t}\propto+q^{-11/4}\ln\frac1t ,$$

with positive constants. The slope of $S$ at large momentum rises towards $T_c$ as the specific heat does. The sum rule $\Gamma(0)=1$ makes this plausible: it fixes the average of $S$ over the Brillouin zone. On heating, weight leaves the peak at small $q$ and must reappear elsewhere.

## (f) When does the large-momentum part decide $d\rho/dT$?

**Solution.** The region $q\lesssim1/\xi$ has its own singularity. There $S=\xi^{2-\eta}h(q\xi)$, with $h$ a scaling function. With the weight $q^d\,dq$ from (b) and $y=q\xi$,

$$\int q^d\,dq\,\xi^{2-\eta}h(q\xi)=\xi^{-(d-1+\eta)}\int y^d h(y)\,dy\ \longrightarrow\ t^{\nu(d-1+\eta)} .$$

The arrow keeps the part set by the scale $\xi$. The large-$y$ end of the integral belongs to the large-momentum terms already counted. The competing term is $t^{1-\alpha}=t^{d\nu-1}$, where hyperscaling, valid below four dimensions, has been used. The small-momentum term is weaker if $\nu(d-1+\eta)>d\nu-1$, that is, if

$$\nu(1-\eta)<1 .$$

The planar Ising model satisfies this, since $\frac34<1$. Three-dimensional magnets do too, with $\nu$ roughly 0.6 to 0.7 and $\eta$ small. Let $G$ be the shortest reciprocal-lattice vector. Backscattering must also stay clear of the critical peak around $G$. Then, for $k_F\xi\gg1$ and $(G-2k_F)\xi\gg1$,

$$\frac{d\rho}{dT}=A\,C(T)+\text{smooth terms}+\text{weaker singularities}.$$

This is the Fisher–Langer result. It equates the form of the leading singularities, not the whole curves, and $A$ depends on $k_F$ and the lattice. If $\alpha<0$, both quantities have a finite cusp instead of a divergence. In the planar model the small-momentum singularity adds to $d\rho/dT$ a term in $t^{1/4}$, which fades slowly, so a slope fitted over a limited range need not be the asymptotic $A$.

The opposite limit is $k_F\xi\ll1$. Every allowed momentum transfer then lies inside the critical peak, and since $\langle1-\cos\theta\rangle=1$,

$$\frac\rho{\rho_0}\simeq S(0)\propto t^{-\nu(2-\eta)},\qquad \frac{d\rho}{dt}\simeq-\nu(2-\eta)\frac{\rho}{t}<0 .$$

The resistivity now falls on heating. A low carrier density can bring this about, as long as the golden rule still holds and thermal wave numbers also stay below $1/\xi$.

Below $T_c$ the magnetization splits the bands and changes $k_F$ for each spin. That adds terms absent here, so the derivation is confined to $T>T_c$.

## (g) Evaluate $d\rho/dT$ for a metallic magnetic monolayer

Take $a=4$ Å, the free-electron mass, $k_Fa=2$, $g=0.10$ eV and $T_c=150$ K, with Ising spins on a square lattice.

**Solution.** Let $E_0=\hbar^2/ma^2$. The Fermi energy is $E_F=(k_Fa)^2E_0/2=2E_0=0.952$ eV, so $E_0=0.476$ eV. From (a),

$$\frac{\hbar}{\tau_0}=\frac{g^2}{E_0}=\frac{0.0100}{0.476}=0.0210\ \text{eV}.$$

With $n=k_F^2/2\pi$ and $k_F^2=2mE_F$, the sheet resistance $m/(n\tau_0)$ becomes $\pi/(E_F\tau_0)$ in units of $\hbar/e^2=4108\ \Omega$:

$$\rho_0=4108\times\pi\times\frac{0.0210}{0.952}\approx285\ \Omega .$$

The correlations $\Gamma(R)$ at all separations were computed numerically from determinants of the planar Ising loop expansion on a $320\times320$ momentum grid. They were summed with $f(R)$ out to $64a$, with a smooth cutoff starting at $32a$. Temperature derivatives are central differences with a step of 5% of $t$, and $C$ follows from Onsager's energy. The length $\xi$ describes decay along a lattice row, $a/\xi=-\ln\tanh K-2K$.

| $T$ (K) | $\xi$ (Å) | $C$ ($k_B$/site) | $d\rho/dT$ (Ω/K) |
|---|---|---|---|
| 153.00 | 115 | 1.63 | 3.19 |
| 155.25 | 66 | 1.36 | 2.64 |
| 159.00 | 39 | 1.10 | 2.14 |
| 165.00 | 24 | 0.87 | 1.70 |

In the first row the sum gives $d(\rho/\rho_0)/dt=1.68$, and $1.68\times285/150=3.19$ Ω/K. Doubling the cutoff to $128a$ raises this entry to 3.20, leaves the other rows unchanged and moves the fitted slope below from 1.96 to 1.97. Since $k_F=0.5$ Å$^{-1}$, $k_F\xi$ runs from 12 to 58, inside the required regime.

A least-squares line gives $d\rho/dT=1.96\,C-0.02$ Ω/K, with $C$ in $k_B$ per site. The largest deviation is 0.6% of the span of $d\rho/dT$. A line in $t$ instead of $C$ misses by 11% of that span. The structure factor at one large momentum, $qa=2$ along a lattice axis, behaves alike: $\partial S/\partial t$ falls from 2.73 to 1.47 across the table and follows a line in $C$ to within 0.9% of its span. Its first value is more sensitive to the cutoff and drops to 2.69 when the cutoff is doubled.

The nearly vanishing intercept was not predicted. The derivation allows any smooth background, and the near-proportionality of the full curves is a finding for this $k_F$ and this temperature range. The table spans less than a factor of two in $C$, so it cannot by itself establish the asymptotic logarithm. That rests on the argument in (d) and (e).

At $T=157.5$ K the same sum gives $\rho/\rho_0=0.363$, or 103 Ω. Correlated spins scatter mostly forward, which relaxes little momentum. Solving the Boltzmann equation on 192 Fermi-circle angles lowers this value by less than 0.1%, so the shifted-circle trial function suffices here.

Changing only the Fermi circle, to $k_Fa=0.05$ at $T=165$ K, gives $k_F\xi\approx0.3$ and $d(\rho/\rho_0)/dt\approx-610$. This is the reversed sign found in (f), at about two thirds of the limiting value $-\frac74\times51/0.1\approx-890$, since $\rho/\rho_0\approx51$ here. It is a formal evaluation of the sum on a sharp Fermi circle, not a prediction for these parameters. Now $E_F=0.6$ meV lies far below $k_BT=14$ meV, and $\hbar/\tau\approx1$ eV far exceeds $E_F$, so the carriers are not degenerate and the golden rule fails. Averaging over thermal carrier energies at the same density, where a typical $k\xi$ is about 1.5, reduces the slope to roughly $-3$.

## (h) What does the model neglect?

**Solution.** Two neglected effects are small. Thermal smearing of the Fermi circle is measured by $k_BT_c/E_F=0.014$, and the strength of a single scatterer by $g/E_F=0.10$.

At 157.5 K the magnetic transport mean free path, over which an electron loses its direction, is about 500 Å. Holding it at that value, $\xi$ reaches it at $t\approx0.005$, or 0.7 K above $T_c$. Closer than that, an electron loses its direction within one correlated region, and the picture of independent scattering events fails. Other scattering moves this point further from $T_c$. Adding the phonon rate assumed below shortens the transport path to about 150 Å, which $\xi$ reaches at $t\approx0.015$, or 2.2 K above $T_c$, close to the first row of the table. The path between successive scatterings is shorter, because forward scattering counts fully in that rate. At 157.5 K it is roughly 40 Å, already below $\xi=47$ Å. The smallest momenta in the critical peak are therefore blurred in the first two rows of the table, though by (f) they carry little weight in $\rho$.

Electrons also couple the spins to each other. The scale is $g^2$ times the density of states per site and spin, 0.0033 eV, but the coupling oscillates with distance. For free electrons at $k_Fa=2$ it is about $-0.0007$ eV between nearest neighbours and $-0.0003$ eV across a diagonal, the negative sign favouring antiparallel spins. Against $J=K_ck_BT_c=0.0057$ eV this is a modest correction. Still, $J$ must be read as an effective coupling that includes the electrons' share, and its restriction to neighbours is an approximation.

Phonons add a smooth slope. With $\hbar/\tau_{\rm ph}=2\pi\lambda k_BT$ and an assumed $\lambda=0.2$, it is 1.5 Ω/K. That is close to the magnetic slope at 165 K, and it would shift the intercept of the line against $C$.

Also missing is a transverse spin coupling, which would let electrons flip spins. Since $\Gamma(a)=1/\sqrt2$ at $T_c$, the mean flip energy there is $2J\times4/\sqrt2=5.66J$, or $x=5.66K_c=2.49$ in units of $k_BT_c$. Fermi occupation gives a phase-space factor $x/(e^x-1)$ when the electron loses this energy. When it gains the energy the factor is $xe^x/(e^x-1)$, multiplied by the spin system's Boltzmann weight $e^{-x}$. Relative to elastic scattering with the same total weight $1+e^{-x}$, the rate is

$$\frac{2x}{(e^x-1)(1+e^{-x})}=\frac{x}{\sinh x}=0.415 .$$

A spin-flip channel at this single energy would thus be cut to about two fifths of its elastic estimate.

The lattice spacing and $T_c$ lie in the rough range of van der Waals ferromagnetic metals thinned to a monolayer. The other parameters are idealized. Such metals have several bands, often with heavy carriers and strong disorder, and sheet resistances of roughly kilo-ohms would be more typical than 103 Ω. A mean free path of 500 Å is likewise far too long for them. At fixed $k_F$ and $g$, $\rho_0=m/(n\tau_0)$ grows as $m^2$, because $1/\tau_0$ is itself proportional to $m$. Tripling the mass would multiply the resistance and its slope by nine within the golden rule. The values in Ω/K therefore belong to this model. What can carry over is the link between the singular parts of $d\rho/dT$ and $C$, for metals that meet the conditions in (f) and whose transport mean free path exceeds $\xi$. Strongly disordered films fall outside this derivation close to $T_c$.
